# The Braaten-Segel one-velocity approximation for photon dispersion in an electron gas

## Second half: one typical velocity and its limits

### What is carried over

The photon has frequency $\omega$ and wave number $k$; an electron has momentum $p$, energy $E$ and speed $v=p/E$; $N$ is the sum of electron and positron occupations per spin state. For soft photons at one-loop order, the first half gave

$$\omega^2=k^2+\Pi_T\quad\text{(transverse)},\qquad \omega^2=\Pi_L\quad\text{(longitudinal)},$$

$$\Pi_{T,L}=\frac{4\alpha}{3\pi}\int_0^\infty dp\,p^2v\left(-\frac{dN}{dp}\right)g_{T,L}\!\left(\frac{vk}{\omega}\right),$$

$$g_T(x)=\frac3{2x^2}\left[1-(1-x^2)\frac{\operatorname{artanh}x}{x}\right],\qquad
g_L(x)=\frac3{x^2}\left[\frac{\operatorname{artanh}x}{x}-1\right].$$

For any smooth $g(v)$, integration by parts also gave

$$\frac13\int dp\,p^2v\left(-\frac{dN}{dp}\right)g=\int dp\,\frac{p^2}{E}N\left[\left(1-\frac{v^2}3\right)g+\frac{v(1-v^2)}3\frac{dg}{dv}\right].$$

Below, "the full average" means this soft one-loop result, and "exact" means equal to it. It omits recoil, vacuum polarization, collisions, ion motion and higher orders in $\alpha$. At finite temperature we require $\omega\geq k$. For $\omega<k$ there are electrons with $\mathbf v\cdot\mathbf k=\omega$, the denominator $\omega-\mathbf v\cdot\mathbf k$ vanishes, and the wave is Landau damped. At $T=0$ the speeds end at the Fermi velocity $v_F$, and $\omega>v_Fk$ suffices.

### The typical velocity

Let $\omega_p^2$ be the total weight and let angle brackets denote the normalized average over it:

$$\omega_p^2=\frac{4\alpha}{3\pi}\int dp\,p^2v\left(-\frac{dN}{dp}\right),\qquad
\Pi_{T,L}=\omega_p^2\left\langle g_{T,L}(vk/\omega)\right\rangle .$$

Choosing $g=1$ in the identity above gives the usual form of the plasma frequency,

$$\omega_p^2=\frac{4\alpha}\pi\int dp\,\frac{p^2}{E}\left(1-\frac{v^2}3\right)N .$$

Choosing $g=v^2$, the bracket is $v^2-v^4/3+\tfrac23v^2(1-v^2)=\tfrac53v^2-v^4$, so

$$\omega_1^2\equiv\omega_p^2\langle v^2\rangle=\frac{4\alpha}\pi\int dp\,\frac{p^2}{E}\left(\frac53v^2-v^4\right)N .$$

The typical velocity is the root mean square in this average, $v_*=\sqrt{\langle v^2\rangle}=\omega_1/\omega_p$. The approximation consists of replacing $\langle g(vk/\omega)\rangle$ by $g(v_*k/\omega)$. Written out, it reads

$$\omega^2=k^2+\omega_p^2\,\frac{3\omega^2}{2v_*^2k^2}\left[1-\frac{\omega^2-v_*^2k^2}{2\omega v_*k}\ln\frac{\omega+v_*k}{\omega-v_*k}\right]$$

for the transverse wave and

$$\omega^2=\omega_p^2\,\frac{3\omega^2}{v_*^2k^2}\left[\frac{\omega}{2v_*k}\ln\frac{\omega+v_*k}{\omega-v_*k}-1\right]$$

for the longitudinal one. Two integrals over the gas now serve for all $k$ and for both branches.

### Why the second moment is the right choice

Insert $\operatorname{artanh}x/x=\sum_{n\geq0}x^{2n}/(2n+1)$. In $g_L$ the term $n=0$ cancels. In $g_T$ the coefficients combine as $1/(2n+1)-1/(2n+3)=2/[(2n+1)(2n+3)]$. The results are

$$g_T=\sum_{n\geq0}\frac{3x^{2n}}{(2n+1)(2n+3)}=1+\frac{x^2}5+\frac{3x^4}{35}+\dots,$$

$$g_L=\sum_{n\geq0}\frac{3x^{2n}}{2n+3}=1+\frac{3x^2}5+\frac{3x^4}7+\dots$$

The first two terms involve $1$ and $v^2$. Their averages are reproduced by $v_*$ for any equilibrium distribution. At small $k$ we may set $\omega^2=\omega_p^2$ in the terms of order $k^2$, so

$$\omega_T^2=\omega_p^2+\left(1+\frac{v_*^2}5\right)k^2+O(k^4),\qquad
\omega_L^2=\omega_p^2+\frac{3v_*^2}5k^2+O(k^4).$$

The approximation is thus exact through order $k^2$ at every temperature and density. Differences begin with $\langle v^4\rangle-\langle v^2\rangle^2$, the variance of $v^2$.

### The sign of the error

Regard $g$ as a function $\varphi(s)$ of $s=x^2$. All its Taylor coefficients are positive, so $\varphi$ is increasing and convex on $0\leq s<1$. A convex function lies above its tangent. With $r=k/\omega$ and the tangent taken at $s_*=v_*^2r^2$,

$$\varphi(v^2r^2)\geq\varphi(s_*)+\varphi'(s_*)\,r^2(v^2-v_*^2).$$

On averaging, the linear term vanishes by the definition of $v_*$. Hence

$$\langle g(vk/\omega)\rangle\geq g(v_*k/\omega).$$

For a narrow distribution the next Taylor term gives the size of the difference,

$$\langle g\rangle-g(v_*k/\omega)\approx\tfrac12\varphi''(s_*)\,r^4\,\mathrm{Var}(v^2).$$

This inequality carries over to the frequencies. For the transverse wave, let $F(\omega)=\omega^2-k^2-\omega_p^2\langle g_T\rangle$. As $\omega$ grows, $x$ falls and so does $g_T$; $F$ therefore increases and has at most one zero. Because $1\leq g_T\leq3/2$, the zero exists, with $\omega^2-k^2$ between $\omega_p^2$ and $\tfrac32\omega_p^2$. Replacing the average by the smaller one-velocity value can only raise $F$, which moves its zero down. The same argument applies to $\omega^2-\omega_p^2\langle g_L\rangle$. The frequency of the one-velocity approximation, due to Braaten and Segel, never lies above that of the full average.

At fixed $k/\omega<1$, the error can become small in two different ways: either the speeds become nearly equal, or they all become so small that the curvature of $g$ has no effect. The three limits realize these possibilities.

### Degenerate limit

At $T=0$ the occupation is a step at the Fermi momentum $p_F$, and $-dN/dp=\delta(p-p_F)$. There is one speed in the average, $v_*=v_F$, and

$$\omega_p^2=\frac{4\alpha}{3\pi}p_F^2v_F .$$

The one-velocity formulas are then identical to the full average, at any degree of relativity and for all $\omega>v_Fk$ within the soft regime. For $p_F=m$ one has $v_F=1/\sqrt2$ and $\omega_p=23.9$ keV. The loop integral over the filled sphere was tested against these formulas on both sides of $\omega=k$.

Let $n_-$ be the electron occupation per spin state. At low but finite temperature, $T\ll\mu-m$, $-dn_-/dE$ is an even peak around the Fermi energy $E_F=\mu$ with variance $\pi^2T^2/3$. Since $v^2=1-m^2/E^2$, a change of energy alters $v^2$ at the rate $2m^2/E^3$, and to leading order

$$\mathrm{Var}(v^2)\approx\frac{4m^4}{E_F^6}\frac{\pi^2T^2}3 .$$

The error vanishes as $T^2$. In the computed case it falls by a factor of 3.996 (transverse) or 3.997 (longitudinal) when $T$ is halved, close to the expected 4.

### Classical limit

Let the gas be dilute and $T\ll m$. Then $N\propto e^{-p^2/2mT}$ to leading order, $-dN/dp\propto p\,N$ and $v\approx p/m$, so the weight is proportional to $p^4e^{-p^2/2mT}$. Integration by parts gives

$$\int_0^\infty p^{j}e^{-p^2/2mT}dp=(j-1)\,mT\int_0^\infty p^{j-2}e^{-p^2/2mT}dp .$$

With $j=6$ and $j=8$ we find $\langle p^2\rangle=5mT$ and $\langle p^4\rangle=35(mT)^2$. Therefore

$$v_*^2\to\frac{5T}m,\qquad \mathrm{Var}(v^2)\to(35-25)\frac{T^2}{m^2}=\frac{10T^2}{m^2}.$$

The coefficients $3/35$ and $3/7$ of $x^4$ turn this into the errors

$$\langle g_T\rangle-g_T(v_*k/\omega)\to\frac67\frac{T^2}{m^2}\frac{k^4}{\omega^4},\qquad
\langle g_L\rangle-g_L(v_*k/\omega)\to\frac{30}7\frac{T^2}{m^2}\frac{k^4}{\omega^4}.$$

In the classical limit the approximation is correct through first order in $T/m$, and not beyond. Relativistic corrections to $v_*^2$ do not spoil this, because $v_*^2$ is defined as the complete second moment. The longitudinal relation at small $k$ becomes $\omega_L^2\approx\omega_p^2+3(T/m)k^2$, the Bohm-Gross result. At $T/m=10^{-4}$ and $\omega=k$, the computed errors divided by $(T/m)^2$ are 0.856 and 4.283, against the limits $6/7\approx0.857$ and $30/7\approx4.286$.

### Ultrarelativistic limit

If $T\gg m$ or $\mu\gg m$, nearly all the weight sits at $p\gg m$, where $v\approx1$. Define $\delta=1-v^2=m^2/E^2$. At fixed $r=k/\omega<1$, $\varphi$ is smooth on the whole range of its argument, so

$$\varphi(r^2-r^2\delta)=\varphi(r^2)-r^2\varphi'(r^2)\,\delta+R(\delta),\qquad 0\leq R(\delta)\leq C\delta^2 .$$

The constant and linear terms agree in the full average and in the approximation. The error is $\langle R(\delta)\rangle-R(\langle\delta\rangle)\leq C\langle\delta^2\rangle$, which tends to zero.

For $\mu=0$ its rate can be found. The normalization is

$$\int p^2\left(-\frac{dN}{dp}\right)dp=2\int pN\,dp=\frac{\pi^2T^2}3 .$$

In $\langle R\rangle$ the factor $R\sim m^4/p^4$ at large $p$ makes the integral converge at $p\sim m$, where $-dN/dp\approx v/(2T)$. The integral is of order $m^3/T$, so $\langle R\rangle$ is of order $(m/T)^3$. The other term, $R(\langle\delta\rangle)$, is of order $(m/T)^4$. Doubling $T$ from $100m$ to $200m$ at $\omega=1.2k$ reduces the computed errors by factors of 7.89 and 7.88, near the limiting factor 8. This rate compares two soft formulas. On the longitudinal branch at these temperatures $\omega^2-k^2$ is many times $4m^2$, so the electrons with $p\sim m$ that produce the error are no longer described by the soft approximation.

### On the light cone

The condition $r<1$ matters for the longitudinal wave. As $x\to1$, $g_T$ tends to $3/2$, whereas $g_L$ grows logarithmically.

For the transverse wave, $\omega/k\to1$ at large $k$, and $\omega^2-k^2$ tends to the square of an asymptotic mass,

$$m_T^2=\omega_p^2\langle g_T(v)\rangle=\frac{4\alpha}\pi\int dp\,\frac{p^2}EN .$$

The second form follows from the integration-by-parts identity with $g=g_T(v)=\sum_n a_nv^{2n}$, $a_n=3/[(2n+1)(2n+3)]$. In its bracket the coefficient of $v^{2n}$ for $n\geq1$ is $a_n(2n+3)/3-a_{n-1}(2n-1)/3=1/(2n+1)-1/(2n+1)=0$, and the constant term is $a_0=1$, so the bracket equals 1. Here the ultrarelativistic limit is harmless, because $g_T$ is continuous at $x=1$.

The longitudinal branch reaches $\omega=k$ at $k_{\max}^2=\omega_p^2\langle g_L(v)\rangle$. For $p\gg m$, $\operatorname{artanh}v=\ln[(E+p)/m]\approx\ln(2p/m)$, so

$$\langle g_L(v)\rangle\approx3\left[\left\langle\ln\frac{2p}m\right\rangle-1\right].$$

In the approximation, $1-v_*^2\approx m^2\langle p^{-2}\rangle$ and $\operatorname{artanh}v_*\approx\tfrac12\ln[4/(1-v_*^2)]$, so

$$g_L(v_*)\approx3\left[\ln\frac2m-\frac12\ln\langle p^{-2}\rangle-1\right].$$

At $\mu=0$, $N(p=0)=1$ in the massless limit, and $\langle p^{-2}\rangle=3/(\pi^2T^2)$. The difference of the two expressions tends to a constant:

$$\langle g_L(v)\rangle-g_L(v_*)\to3\left[\left\langle\ln\frac pT\right\rangle+\frac12\ln\frac3{\pi^2}\right]\approx1.352 .$$

At $T=1000m$ the computed difference is 1.350. The squared cutoff $k_{\max}^2/\omega_p^2$ itself grows as $3\ln(T/m)$, so its relative error vanishes, but only as $1/\ln(T/m)$. For the longitudinal polarization function $\Pi_L$, the error in units of $\omega_p^2$ thus vanishes in the ultrarelativistic limit at each fixed $\omega/k>1$, but at $\mu=0$ not uniformly down to $\omega=k$, where it tends to 1.352. The relative error vanishes there too, but only logarithmically. In this hot gas the frequency at a given $k$ is much less sensitive than the cutoff. At $k=k_{\max}$ the full average gives $\omega=k$, while the one-velocity root lies between $v_*k$ and $k$. Its relative error there is therefore below $1-v_*$, which tends to zero.

### A gas between the limits

Take the round parameters $T=250$ keV and $\mu=600$ keV, for which none of the limits applies. The net electron density is $1.72\times10^{30}\ \mathrm{cm^{-3}}$. The two integrals give $\omega_p=31.472$ keV, or $4.78\times10^{19}$ rad/s, and $\omega_1=27.765$ keV. Hence

$$v_*=\frac{27.765}{31.472}=0.8822 .$$

Consider the longitudinal wave at $k=1.2\,\omega_p=37.767$ keV. The one-velocity equation has the root $\omega=41.639$ keV. To check it, compute

$$x=\frac{0.8822\times37.767}{41.639}=0.8002,\qquad \frac{\operatorname{artanh}x}x=1.3736,$$

$$g_L=\frac{3\times0.3736}{0.6403}=1.7504,\qquad \omega=31.472\sqrt{1.7504}\ \mathrm{keV}=41.64\ \mathrm{keV}.$$

The full average gives 41.925 keV, so the approximation is low by 0.68%. The errors in $\omega$, relative to the full average, are:

| $k/\omega_p$ | branch | full (keV) | error (%) |
|---|---|---|---|
| 0.4 | T | 34.218 | −0.0015 |
| 1.2 | T | 50.270 | −0.023 |
| 4.0 | T | 130.652 | −0.025 |
| 0.4 | L | 32.646 | −0.010 |
| 0.8 | L | 36.146 | −0.150 |
| 1.2 | L | 41.925 | −0.683 |

Three effects make the transverse errors smaller. The coefficient of $x^{2n}$ in $g_T$ is that of $g_L$ divided by $2n+1$, one fifth for $x^4$ and less for higher powers. At equal $k$ the transverse wave has the larger $\omega$ and hence the smaller $r=k/\omega$, which enters the error as $r^4$ and through $s_*$. At large $k$ the frequency is dominated by $k$ itself. The asymptotic mass shows the last effect. It is 35.27 keV instead of 35.48 keV, an error of 0.57%, although the frequency at $k=4\omega_p$ is off by a much smaller fraction.

The cutoff $k_{\max}$ is 46.68 keV instead of 49.07 keV, an error of 4.9%. Between these two wave numbers the approximate longitudinal wave already has $\omega<k$, while the full average still has $\omega>k$. A calculation that depends on where the branch crosses the light cone should use the full average there.

Recoil can be compared with these errors. At $k=1.2\,\omega_p$ it changes the transverse polarization by 0.024% and the longitudinal one by 0.008%, inside a simple bound. With the four-momenta $P=(E,\mathbf p)$ and $K=(\omega,\mathbf k)$, $K^2=\omega^2-k^2>0$, recoil replaces the denominator $(P\cdot K)^2$ of the loop integrand by $(P\cdot K)^2-(K^2)^2/4$. In the rest frame of $K$ one has $(P\cdot K)^2=K^2(m^2+p'^2)$, which is at least $K^2m^2$ and at least $K^2p_\perp^2$, with $p_\perp=p\sin\theta$ and $\theta$ the angle between $\mathbf p$ and $\mathbf k$. The numerators, $(P\cdot K)^2-K^2p_\perp^2/2$ (transverse) and $k^2(E^2-p^2\cos^2\theta)$ (longitudinal), are therefore positive, and the relative change is at most about $K^2/4m^2$. This is 0.11% for the transverse wave and 0.03% for the longitudinal one. For the longitudinal wave at this $k$ the bound is far below the one-velocity error. At small $k$ the order is reversed: at $k=0.4\,\omega_p$ recoil raises both frequencies by about 0.015%, more than the one-velocity errors in the table. The omitted higher orders in $\alpha$ are not estimated here, so the last digits of the table compare two formulas and do not state the accuracy of either for a real plasma.

### From cold to hot at zero chemical potential

An electron-positron gas with $\mu=0$ passes from the classical to the ultrarelativistic limit as $T$ rises. The errors on the light cone, relative to the full average, are:

| $T/m$ | $v_*$ | $m_T$ error (%) | $k_{\max}$ error (%) |
|---|---|---|---|
| 0.01 | 0.218 | −0.004 | −0.02 |
| 0.1 | 0.575 | −0.17 | −1.0 |
| 1 | 0.937 | −0.69 | −7.5 |
| 3 | 0.988 | −0.32 | −8.1 |
| 10 | 0.999 | −0.06 | −6.7 |
| 1000 | 1.000 | −0.00001 | −3.0 |

The transverse error is small at both ends. The longitudinal cutoff recovers slowly on the hot side, as the logarithm requires: at $T=1000m$ it is still 3% low, even though $v_*$ equals 1 to all printed digits. The hottest rows describe the soft formulas with the vacuum mass $m$, not a real plasma. For $T\gg m$ one has $m_T^2\to2\pi\alpha T^2/3$, which reaches $4m^2$ near $T=16m$, and the electron's thermal mass squared, $\pi\alpha T^2/2$, a higher-order effect omitted here, exceeds $m^2$ from about $T=10m$ on. The numerical output lists one further temperature, $T/m=0.3$, and gives most entries of both tables with more digits.

## Computed results

```
electron rest energy m = 510.999 keV
model gas: T = 250 keV, mu = 600 keV
net electron density = 1.7232e+30 cm^-3
plasma frequency wp = 31.47220 keV
wp converted = 4.7815e+19 rad/s
w1 = 27.76541 keV; typical velocity vs = 0.882220 c
variance of v^2 = 0.019056 c^4
k^2 coefficients: T 1.15561, L 0.46701 (dimensionless)
branch, k/wp, k [keV], w average [keV], w BS [keV], BS error [%]
T 0.4 12.5889 34.21819 34.21769 -0.0015
T 1.2 37.7666 50.26990 50.25846 -0.0228
T 4.0 125.8888 130.65210 130.61895 -0.0254
L 0.4 12.5889 32.64606 32.64275 -0.0101
L 0.8 25.1778 36.14635 36.09228 -0.1496
L 1.2 37.7666 41.92471 41.63850 -0.6827
recoil change of T polarization at k = 1.2 wp: 0.02404 %
recoil change of L polarization at k = 1.2 wp: 0.00774 %
asymptotic transverse mass: average 35.47619, BS 35.27379 keV
longitudinal k_max: average 49.06948, BS 46.67788 keV
Fermi sphere pF = m: vF = 0.707107 c, wp = 23.91331 keV
degenerate: T error ratio on halving T = 3.9964
degenerate: L error ratio on halving T = 3.9972
classical T/m = 1e-04: vs^2/(T/m) = 4.99725
classical T error/(T/m)^2 at w = k: 0.85621, limit 0.85714
classical L error/(T/m)^2 at w = k: 4.28284, limit 4.28571
ultrarelativistic: T error ratio on doubling T = 7.8875
ultrarelativistic: L error ratio on doubling T = 7.8809
light-cone L offset: T = 1000 m 1.34987, limit 1.35164
mu = 0: T/m, vs [c], BS error of transverse mass [%], of k_max [%]
0.01 0.217759 -0.00382 -0.0195
0.1 0.574558 -0.17486 -1.0243
0.3 0.780008 -0.52785 -3.7260
1 0.937041 -0.68511 -7.5099
3 0.988088 -0.32322 -8.1037
10 0.998643 -0.06378 -6.7050
1000 1.000000 -0.00001 -2.9867
```
